# Energy width of ions crossing a fixed-width radiofrequency sheath: test program

```python
# RESULT UNDER TEST: ions that cross a fixed-width rf sheath in many cycles hit
# the electrode with energies spread over a full width  2 e E1 v / omega.
#   E1    : amplitude of the oscillating field at the electrode
#   v     : impact speed in the mean field alone
#   omega : angular radio frequency
# Trajectories use z = (x/s)**(1/3), x = distance from the sheath entrance and
# s = sheath width; kinetic energies are in eV for a singly charged ion.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

PHASES = 2 * np.pi * np.arange(720) / 720


def cross_sheath(field, entry_energy, charge_to_mass, omega, width,
                 phases=PHASES, steps=2000):
    """Newton's law with position as the variable: dK/dx = field, dt/dx = 1/v.
    Returns impact energies and accumulated rf phases at impact."""
    energy = np.full(len(phases), float(entry_energy))
    phase = np.array(phases, dtype=float)
    h = 1.0 / steps

    def slope(z, k, p):
        dx = 3 * width * z * z
        speed = np.sqrt(2 * charge_to_mass * k)
        return dx * field(z, p), dx * omega / speed

    for i in range(steps):
        z = i * h
        a1, b1 = slope(z, energy, phase)
        a2, b2 = slope(z + h / 2, energy + h * a1 / 2, phase + h * b1 / 2)
        a3, b3 = slope(z + h / 2, energy + h * a2 / 2, phase + h * b2 / 2)
        a4, b4 = slope(z + h, energy + h * a3, phase + h * b3)
        energy = energy + h * (a1 + 2 * a2 + 2 * a3 + a4) / 6
        phase = phase + h * (b1 + 2 * b2 + 2 * b3 + b4) / 6
    return energy, phase


# --- Entrance term: uniform fields, scaled units, entry speed 1, impact speed 2
small_drive = 0.02
entrance_ratios = []
for cycles, speed_sum in ((20.0, 2.0 - 1.0), (20.5, 2.0 + 1.0)):
    w = 2 * np.pi * cycles / (2.0 / 3.0)
    k_end, _ = cross_sheath(lambda z, p: 1.5 + small_drive * np.cos(p),
                            0.5, 1.0, w, 1.0, steps=4000)
    entrance_ratios.append(np.ptp(k_end) / (2 * small_drive * speed_sum / w))
assert np.allclose(entrance_ratios, 1.0, atol=3e-3)

# --- Next-order correction for a work rate growing as the cube of time
theta_test = 400.0
real_part = quad(lambda t: t**3, 0, 1, weight='cos', wvar=theta_test)[0]
imag_part = quad(lambda t: t**3, 0, 1, weight='sin', wvar=theta_test)[0]
correction = (1 - theta_test * np.hypot(real_part, imag_part)) * theta_test**2
assert abs(correction - 1.5) < 0.03     # remainder is of order 6/theta

# --- Worked example: argon ions, rough parameters of an etching discharge
ion_mass = 39.948 * const.atomic_mass
qm = const.e / ion_mass
frequency = 13.56e6
omega = 2 * np.pi * frequency
width = 5e-3
mean_voltage = 300.0
rf_voltage = 300.0
electron_temperature = 3.0
entry_energy = electron_temperature / 2
entry_speed = np.sqrt(2 * qm * entry_energy)
impact_speed = np.sqrt(2 * qm * (entry_energy + mean_voltage))
field_mean = 4 * mean_voltage / (3 * width)
field_rf = 4 * rf_voltage / (3 * width)


def child_field(z, p):
    return z * (field_mean + field_rf * np.cos(p))


def static_field(z, p):
    return z * field_mean


def width_formula(amplitude, speed, w):
    return 2 * amplitude * speed / w


# The static field must deliver the stated voltage; cold ions need 3 s / v.
k_static, p_static = cross_sheath(static_field, entry_energy, qm, omega, width,
                                  np.zeros(1))
assert abs(k_static[0] - entry_energy - mean_voltage) < 1e-6
cycles_crossed = p_static[0] / (2 * np.pi)
_, p_cold = cross_sheath(static_field, 1e-6, qm, omega, width, np.zeros(1))
cold_phase = 3 * width * omega / np.sqrt(2 * qm * mean_voltage)
assert abs(p_cold[0] / cold_phase - 1) < 0.01

energies, arrival = cross_sheath(child_field, entry_energy, qm, omega, width)
computed_width = np.ptp(energies)
predicted_width = width_formula(field_rf, impact_speed, omega)
# Tolerance covers the entrance contribution, estimated at one to two per cent.
assert abs(computed_width / predicted_width - 1) < 0.04

# Highest and lowest energies occur at arrival phases +90 and -90 degrees.
sin_high = np.sin(arrival[np.argmax(energies)])
sin_low = np.sin(arrival[np.argmin(energies)])
assert sin_high > 0.95 and sin_low < -0.95
wrapped = np.sort(arrival % (2 * np.pi))
largest_gap = np.max(np.diff(np.append(wrapped, wrapped[0] + 2 * np.pi)))
assert largest_gap < 0.1

speeds = np.sqrt(2 * qm * energies)
half_swing = np.ptp(speeds) / 2
mid_speed = (speeds.max() + speeds.min()) / 2
quiver_speed = qm * field_rf / omega
assert abs(half_swing / quiver_speed - 1) < 0.04
assert abs(mid_speed / impact_speed - 1) < 0.01

# Crowding of ions in the lowest and highest tenths of the energy range.
position = (energies - energies.min()) / computed_width
low_fraction = np.mean(position < 0.1)
high_fraction = np.mean(position > 0.9)
arcsine_fraction = 1 - 2 * np.arcsin(0.8) / np.pi
assert low_fraction + high_fraction > 0.3     # a flat spectrum gives 0.2

# Four times the ion mass should halve the width at fixed voltages.
heavy, _ = cross_sheath(child_field, entry_energy, qm / 4, omega, width)
mass_ratio = np.ptp(heavy) / computed_width
assert abs(mass_ratio - 0.5) < 0.03

# Frequency scan: valid for many cycles, invalid for a fraction of a cycle.
scan = []
for f_mhz in (0.5, 2.0, 13.56, 54.24):
    w = 2 * np.pi * f_mhz * 1e6
    k_scan, _ = cross_sheath(child_field, entry_energy, qm, w, width)
    n_cycles = cycles_crossed * f_mhz * 1e6 / frequency
    scan.append((f_mhz, n_cycles, np.ptp(k_scan),
                 width_formula(field_rf, impact_speed, w)))
assert scan[0][2] / scan[0][3] < 0.4
assert abs(scan[3][2] / scan[3][3] - 1) < 0.02

# The same formula in atomic units, then converted to eV.
pc = const.physical_constants
hartree_ev = pc['Hartree energy in eV'][0]
width_hartree = width_formula(
    field_rf / pc['atomic unit of electric field'][0],
    impact_speed / pc['atomic unit of velocity'][0],
    omega * pc['atomic unit of time'][0])
assert abs(width_hartree * hartree_ev / predicted_width - 1) < 1e-6

# --- Neglected effect: an electron front sweeps the sheath, field zero behind it.
# The ion-charge profile is kept and the mean voltage is set to the same value.
z_mid = (np.arange(1000) + 0.5) / 1000
front = (1 - np.cos(PHASES)) / 2
exposed = np.maximum(0, z_mid[:, None] - front[None, :])
voltage_shape = np.mean(3 * z_mid[:, None]**2 * exposed, axis=0)
full_field = mean_voltage / (width * voltage_shape.mean())
peak_voltage = full_field * width * voltage_shape.max()


def moving_field(z, p):
    return full_field * np.maximum(0, z - (1 - np.cos(p)) / 2)


k_moving, _ = cross_sheath(moving_field, entry_energy, qm, omega, width)
moving_width = np.ptp(k_moving)
moving_formula = width_formula(full_field / 2, impact_speed, omega)
# Phase-dependent kicks near the entrance are estimated at a few per cent.
assert abs(moving_width / moving_formula - 1) < 0.08

# --- Neglected collisions and the plasma density implied by the Child law
pressure_mtorr = 5.0
gas_temperature = 300.0
cross_section_cm2 = 5e-15      # rough ion-atom value
gas_density = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_temperature)
free_path = 1 / (gas_density * cross_section_cm2 * 1e-4)
collisionless = np.exp(-width / free_path)
ion_current = (4 / 9) * const.epsilon_0 * np.sqrt(2 * qm) \
    * mean_voltage**1.5 / width**2
edge_density = ion_current / (const.e * entry_speed)

print("Uniform field, width/formula, entrance term subtracting: %.4f"
      % entrance_ratios[0])
print("Uniform field, width/formula, entrance term adding: %.4f"
      % entrance_ratios[1])
print("Cubic work rate, coefficient of -1/(omega T)^2: %.3f" % correction)
print("Ion mass: %.3f u" % (ion_mass / const.atomic_mass))
print("Frequency: %.2f MHz" % (frequency / 1e6))
print("Angular frequency: %.4e rad/s" % omega)
print("Sheath width: %.1f mm" % (width * 1e3))
print("Mean sheath voltage: %.0f V" % mean_voltage)
print("Rf voltage amplitude: %.0f V" % rf_voltage)
print("Electron temperature: %.1f eV" % electron_temperature)
print("Ion entry energy: %.2f eV" % entry_energy)
print("Ion entry speed: %.3e cm/s" % (entry_speed * 100))
print("Impact speed v: %.4e cm/s" % (impact_speed * 100))
print("Rf field amplitude at electrode: %.1f V/cm" % (field_rf / 100))
print("Rf cycles during crossing: %.2f" % cycles_crossed)
print("Quiver speed from formula: %.3e cm/s" % (quiver_speed * 100))
print("Half swing of computed impact speed: %.3e cm/s" % (half_swing * 100))
print("Middle of computed impact speeds: %.4e cm/s" % (mid_speed * 100))
print("Energy width from formula: %.2f eV" % predicted_width)
print("Energy width from formula: %.4f hartree" % width_hartree)
print("Energy width from trajectories: %.2f eV" % computed_width)
print("Lowest impact energy: %.2f eV" % energies.min())
print("Highest impact energy: %.2f eV" % energies.max())
print("Sine of arrival phase at highest energy: %.4f" % sin_high)
print("Sine of arrival phase at lowest energy: %.4f" % sin_low)
print("Ion fraction in lowest tenth of range: %.3f" % low_fraction)
print("Ion fraction in highest tenth of range: %.3f" % high_fraction)
print("Both tenths together, arcsine law: %.3f" % arcsine_fraction)
print("Width ratio for four times the mass: %.4f" % mass_ratio)
for f_mhz, n_cycles, found, formula in scan:
    print("Scan %.2f MHz: %.2f cycles, computed %.2f eV, formula %.2f eV"
          % (f_mhz, n_cycles, found, formula))
print("Moving edge, peak sheath voltage: %.1f V" % peak_voltage)
print("Moving edge, rf field at electrode: %.1f V/cm" % (full_field / 200))
print("Moving edge, width from trajectories: %.2f eV" % moving_width)
print("Moving edge, width from formula: %.2f eV" % moving_formula)
print("Moving edge / fixed width, computed widths: %.3f"
      % (moving_width / computed_width))
print("Gas pressure: %.1f mTorr" % pressure_mtorr)
print("Gas temperature: %.0f K" % gas_temperature)
print("Rough collision cross section: %.1e cm2" % cross_section_cm2)
print("Ion mean free path: %.1f mm" % (free_path * 1e3))
print("Fraction crossing without collision: %.3f" % collisionless)
print("Half electron temperature / energy width: %.4f"
      % (electron_temperature / 2 / predicted_width))
print("Child-law ion current density: %.3f mA/cm2" % (ion_current / 10))
print("Implied sheath-edge plasma density: %.2e cm^-3" % (edge_density / 1e6))
print("OK")
```

Output:

```
Uniform field, width/formula, entrance term subtracting: 1.0000
Uniform field, width/formula, entrance term adding: 1.0000
Cubic work rate, coefficient of -1/(omega T)^2: 1.513
Ion mass: 39.948 u
Frequency: 13.56 MHz
Angular frequency: 8.5200e+07 rad/s
Sheath width: 5.0 mm
Mean sheath voltage: 300 V
Rf voltage amplitude: 300 V
Electron temperature: 3.0 eV
Ion entry energy: 1.50 eV
Ion entry speed: 2.692e+05 cm/s
Impact speed v: 3.8163e+06 cm/s
Rf field amplitude at electrode: 800.0 V/cm
Rf cycles during crossing: 4.14
Quiver speed from formula: 2.268e+05 cm/s
Half swing of computed impact speed: 2.243e+05 cm/s
Middle of computed impact speeds: 3.8134e+06 cm/s
Energy width from formula: 71.67 eV
Energy width from formula: 2.6337 hartree
Energy width from trajectories: 70.82 eV
Lowest impact energy: 266.67 eV
Highest impact energy: 337.49 eV
Sine of arrival phase at highest energy: 0.9960
Sine of arrival phase at lowest energy: -0.9965
Ion fraction in lowest tenth of range: 0.235
Ion fraction in highest tenth of range: 0.151
Both tenths together, arcsine law: 0.410
Width ratio for four times the mass: 0.5044
Scan 0.50 MHz: 0.15 cycles, computed 568.95 eV, formula 1943.62 eV
Scan 2.00 MHz: 0.61 cycles, computed 432.70 eV, formula 485.91 eV
Scan 13.56 MHz: 4.14 cycles, computed 70.82 eV, formula 71.67 eV
Scan 54.24 MHz: 16.58 cycles, computed 18.04 eV, formula 17.92 eV
Moving edge, peak sheath voltage: 706.7 V
Moving edge, rf field at electrode: 942.3 V/cm
Moving edge, width from trajectories: 85.26 eV
Moving edge, width from formula: 84.42 eV
Moving edge / fixed width, computed widths: 1.204
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Rough collision cross section: 5.0e-15 cm2
Ion mean free path: 12.4 mm
Fraction crossing without collision: 0.669
Half electron temperature / energy width: 0.0209
Child-law ion current density: 0.180 mA/cm2
Implied sheath-edge plasma density: 4.17e+09 cm^-3
OK
```
